# Conformal pore filling with one distance map and repeated flooding

## Definitions and conventions

A segmented image is a box of voxels, each marked as pore or solid. One face of the box, the inlet, touches a gas reservoir. The other faces supply no gas and carry no film. Film grows at the same normal rate on every surface that the gas reaches, as in atomic layer deposition with saturating doses. The film thickness $h$ on such a surface therefore serves as the clock.

Three quantities are needed.

- $D(x)$ is the distance from pore point $x$ to the nearest point of the original solid.
- $A(h)$ is the part of the pore that the gas still reaches at thickness $h$.
- A sealed void is open space that has lost its connection to the inlet. It receives no more material.

On voxels, two pore voxels are connected if they share a face. Let $d$ be the distance, in voxels, from the centre of a pore voxel to the nearest solid centre, and let $b$ be the voxel size. The voxel counts as covered when the film thickness reaches

$$c=b\left(d-\tfrac12\right).$$

The half voxel is exact for a flat wall lying on voxel faces, since the wall is then half a voxel from the solid centre. For other walls it is a convention, and its error is sized below.

## What goes wrong with the direct scheme

The direct scheme repeats three operations: compute the distance from the open space to everything else, turn all open voxels whose distance is at most a small step $\delta$ into film, and flood from the inlet to find what is still reached. The flood is needed, because thresholding alone would go on filling voids that no gas can enter. The fault lies in the first operation, which forgets all information finer than a voxel.

Take $\delta$ below one voxel. The nearest blocked centre is at least one voxel away from any open centre, so no voxel is converted. The next step starts from the same mask, and growth stalls for ever.

Now take $\delta$ equal to one voxel. Each step converts the six face neighbours of every blocked voxel. Starting from one solid voxel at the origin, $n$ steps fill

$$|i|+|j|+|k|\le n ,$$

which is an octahedron. Its continuum volume is $4n^3/3$, while a ball of radius $n$ has $4\pi n^3/3$, so the ratio tends to $1/\pi\approx0.32$. Counting voxels at $n=15$ gives 0.353. Along the body diagonal, voxel $(k,k,k)$ is reached after $3k$ steps and lies at distance $\sqrt3\,k$. The reach is thus $n/\sqrt3$, or 8.66 voxels after 15 steps. Smaller steps cannot cure this, because they stall.

## One distance map is enough

The remedy is to keep the original $D$ and raise a threshold on it. This is legitimate only if growing by $h$ and then by $\delta$ equals growing by $h+\delta$, even after some voids have been frozen.

**Growth in two stages.** Let $F_h=\{D\le h\}$ and take a point $x$ with $D(x)>h$. For any $y$ in $F_h$, the triangle inequality gives

$$D(x)\le |x-y|+D(y)\le |x-y|+h ,$$

so $|x-y|\ge D(x)-h$. This bound is attained. Let $s$ be the solid point nearest to $x$, and walk from $x$ towards $s$ by $D(x)-h$. The point reached is at distance $h$ from $s$, so it belongs to $F_h$. Hence

$$\operatorname{dist}(x,F_h)=D(x)-h .$$

**Frozen voids do not matter.** Let $C(h)$ be the part of $\{D>h\}$ connected to the inlet, and suppose that $A(h)=C(h)$. This holds at $h=0$. The gas-filled region is bounded by $F_h$, but its complement also contains sealed voids. Take $x$ in $C(h)$ and $y$ in a sealed void. The straight segment between them must meet $F_h$; otherwise it would join $y$ to the inlet region through $\{D>h\}$. The crossing point is no farther from $x$ than $y$ is. The nearest blocked point is therefore never nearer than $F_h$, and its distance is still $D(x)-h$.

A further growth $\delta$ leaves open the points of $C(h)$ with $D(x)-h>\delta$, that is, $C(h)\cap\{D>h+\delta\}$. Flooding from the inlet selects the connected part of this set. Any path inside $\{D>h+\delta\}$ also lies inside $\{D>h\}$, so that part is $C(h+\delta)$. By repetition,

$$A(h)=\text{inlet-connected part of }\{D>h\}.$$

The argument uses an equal growth rate everywhere and straight-line distance. If the rate depends on depth or on crystal face, this $D$ is no longer the right map.

The algorithm follows. Compute $c$ once and flood the pore from the inlet. Then, for each level $h_n$ in rising order:

1. From the voxels reached so far, keep those with $c>h_n$. The others become film.
2. Flood the kept voxels from the inlet.
3. Record kept voxels that the flood misses as sealed void, and never touch them again.

## What the step size changes

For each voxel, consider all paths from the inlet and note the smallest $c$ on each. Let $B$ be the largest of these smallest values. It is the thickness at which the widest route to the voxel closes. Since the voxel lies on its own path, $B\le c$. A voxel is reached at thickness $h$ if and only if some path has $c>h$ throughout, which means $B>h$. Two fates follow for pores open at the start:

- If $B=c$, the voxel stays reached until film covers it.
- If $B<c$, its route closes first, and it ends in a void.

With finite steps, a voxel leaves the reached region at the first level $H(B)$ that is not below $B$. At that level it becomes film if $c\le H(B)$ and void if $c>H(B)$. The computed void is

$$\{c>H(B)\},\qquad 0\le H(B)-B<\delta .$$

A finite step therefore overfills: voxels with $B<c\le H(B)$ receive material after their route has closed. The excess thickness is below one step. If a finer set of levels contains the coarser set, $H(B)$ can only fall, so refinement can only enlarge the void. The reached region at a common level does not depend on the steps taken before it.

The limit of vanishing steps needs no stepping at all. Put the inlet voxels in a queue with $B=c$. Repeatedly remove the voxel with the largest $B$, give each neighbour $j$ that has no value yet

$$B_j=\min(B,c_j),$$

and add it to the queue. A new value never exceeds the one it came from, so values leave the queue in non-increasing order. A neighbour removed later could offer $j$ only an equal or smaller value, so the first assignment is the best one. The final void is then $\{0<B<c\}$, with $B=0$ marking pores closed from the start.

## Which shapes trap a void

Consider a pore that never widens with depth and has a closed end, with solid continuing below it. If a point is solid, every point straight below it is solid too. Take $x$ with nearest solid point $s$, and shift both downwards by the same amount. The shifted $s$ is still solid, so $D$ cannot increase with depth. The straight path from $x$ up to the inlet then has clearance at least $D(x)$ all the way. Hence $B=D$, and the pore fills without a void. A straight cylinder is the borderline case.

On voxels, a round pore 38 voxels deep whose radius falls from 12 by 0.2 per voxel leaves 0 void voxels. One whose radius rises from 4 at the same rate leaves 1513.

A spherical cavity of radius $R$ behind a cylindrical throat of radius $a<R$ gives a case with a known volume. The throat closes at $h=a$, and the void is the part of the cavity with $D>a$. Use polar coordinates $(\rho,\theta)$ about the cavity centre, with $\theta=0$ towards the throat. The rim where throat and cavity meet lies at $\theta_c$, with $\sin\theta_c=a/R$.

For $\theta>\theta_c$ the nearest solid is the cavity wall, at distance $R-\rho$, so the void extends to $\rho=R-a$. For $\theta<\theta_c$ the wall is missing and the nearest solid is the rim. With $\varphi=\theta_c-\theta$, the void boundary obeys

$$\rho^2+R^2-2\rho R\cos\varphi=a^2 .$$

The root nearer the centre is

$$\rho_c(\theta)=R\cos\varphi-\sqrt{a^2-R^2\sin^2\varphi}.$$

The volume is $(2\pi/3)\int\rho^3\sin\theta\,d\theta$. Since $\int_{\theta_c}^{\pi}\sin\theta\,d\theta=1+\cos\theta_c$,

$$V=\frac{2\pi}{3}\left[(R-a)^3(1+\cos\theta_c)+\int_0^{\theta_c}\rho_c^3\sin\theta\,d\theta\right].$$

As $a\to0$ this tends to the whole cavity, $4\pi R^3/3$. As $a\to R$, $\theta_c\to\pi/2$ and $\rho_c\to0$, so the void vanishes, as it must for a pore that no longer widens.

For $R=24$ and $a=8$ voxels, numerical integration gives 17,214 voxels, and the stepwise algorithm, run through every distinct value of $c$, gives 17,354, which is 0.8% more. The sealing thickness shows the half-voxel convention at work. The nearest solid centre to the throat axis is at $\sqrt{8^2+1^2}=8.06$ voxels, so the throat closes at 7.56 instead of 8. The void depends on the difference between $c$ and $B$, from which the constant half voxel cancels. The lattice error in $B$ does not cancel, and the close agreement relies on the throat axis passing through voxel centres. With the axis midway between centres the throat closes at 7.12 and the void comes out 10% too large.

## A porous-glass image

The example is a synthetic cube 80 nm on a side with 1 nm voxels. Random noise is smoothed with a Gaussian of standard deviation 5 nm and cut at its median, which gives porosity $\phi=0.500$. The surface per volume $S_V$ comes from counting pore–solid voxel faces and multiplying by 2/3. The factor arises because a unit area with random normal $\mathbf n$ produces on average $\langle|n_x|+|n_y|+|n_z|\rangle=3/2$ units of face area. The result is $S_V=0.0914\ \mathrm{nm^{-1}}$. For a tube, four times volume over surface is the diameter, so the mean pore width is

$$w=\frac{4\phi}{S_V}=\frac{4\times0.500}{0.0914}=21.9\ \text{nm}.$$

The film is alumina from trimethylaluminium and water, at a rough 0.1 nm per cycle. The map $B$ divides the initially connected pore volume as follows.

| $h$ (nm) | Film (%) | Reached (%) | Sealed (%) |
|---|---|---|---|
| 1 | 23.7 | 76.3 | 0.01 |
| 2 | 42.0 | 57.7 | 0.3 |
| 4 | 70.6 | 28.2 | 1.2 |
| 6 | 80.6 | 1.9 | 17.5 |

To leading order in $h$, the first nanometre should fill $S_Vh/\phi=18.3\%$. The table has 5.4 points more, equivalent to a shift of $0.054\times0.500/0.0914=0.3$ nm. The second row exceeds its own leading-order value, 36.6%, by the same amount. The shift is within half a voxel, and the film shares at small thickness should be read with this in mind.

The last route from the inlet to the opposite face closes at 4.89 nm, or about 49 cycles. The final void is 18.5% of the pore volume. The voxel map splits it into 414 pieces, but 394 of them hold fewer than 8 voxels and together make up about 1% of the void. These specks are lattice artefacts: their number grows as the voxels shrink, and a tilted straight cylinder, which has no void in the continuum, shows them too. About 20 voids of at least 8 nm³ remain at 1, 0.67 and 0.5 nm voxels alike. The largest has the volume of a sphere 37 nm across, about 26,500 nm³, which is roughly 10% of the 256,000 nm³ of pore. It has $B=4.89$ nm, so it seals together with the last through-route. It lies against the closed far and side faces of the box, and all five largest voids touch a side face. The closed faces therefore matter: with periodic side faces the same image closes at 5.33 nm and leaves 13.2% void.

The step size matters greatly on the same image:

| Step (nm) | Final void (%) |
|---|---|
| 0.1 | 18.5 |
| 0.5 | 16.8 |
| 1 | 15.7 |
| 2 | 9.3 |
| 4 | 3.0 |

The error is not proportional to the step, because it depends on where the closing thicknesses fall between levels. A route that closes at 4.89 nm is noticed at 5 nm with 1 nm steps, at 6 nm with 2 nm steps, and at 8 nm with 4 nm steps. One deposition cycle, 0.1 nm, is a natural step. On 1 nm voxels, where $c$ takes only sparse values, it reproduces the limit to the digits shown; on 0.5 nm voxels it falls 0.2 point short.

The direct scheme with one-voxel steps closes the through-path at a nominal 8 nm, against 5 nm for the stored map with the same step. Its final void is 12.4%, against 15.7%. Part of this gap is the half-voxel convention, which the direct scheme lacks: thresholding the stored map on $d$ instead of $c$ gives 6 nm and 14.0%. Late closing does not by itself fix the sign of the void error, since the octahedral metric changes both $B$ and $c$. Even one restart loses accuracy. At 4 nm, distances measured afresh to the nearest unreached voxel centre exceed $d-4.5$ by 0.38 voxel on average, with a range from 0.03 to 0.92. An exact restart would give 0.5 everywhere, because $c$ must fall by 4 voxels and the new centre distance must therefore be $d-4$. The restart thus misplaces the surface by $-0.12$ voxel on average, and by between $-0.47$ and $0.42$ voxel at single points.

## Limits of the geometric picture

Resolution comes first. Keeping every second voxel in each direction gives 2 nm voxels, a closing thickness of 4.66 nm and a final void of 20.9%. Resampling the same smooth field more finely gives 5.36 nm and 16.2% at 0.67 nm voxels, and 5.52 nm and 15.3% at 0.5 nm voxels. The 1 nm values are thus not converged: the closing thickness is low by at least 0.6 nm and the void fraction high by at least 3 points. Scatter between samples is larger still: three other noise seeds at 1 nm voxels give voids of 9.8%, 10.5% and 26.1% and closing thicknesses from 4.4 to 5.9 nm. The closing thickness depends on a single throat, whose axis need not pass through voxel centres. It should be trusted only to about one voxel, here 1 nm or ten cycles.

Molecules also have size. With a rough diameter of 0.6 nm, a throat stops admitting them when its open radius is still 0.3 nm. Multiplying the void surface by 0.3 nm estimates how much the voids already found would grow: roughly 3 points of pore volume. Thin seams left where two films meet are not included, so the full extra void is larger.

Finally, the gas must saturate every surface. Let the front between coated and uncoated surface be sharp and at depth $L$. The reactant density falls from $p/k_BT$ at the inlet to zero at the front, so the flux is $D_{\rm eff}\,p/(k_BTL)$. If each unit of surface area takes up $s$ molecules per cycle, conservation requires

$$sS_V\frac{dL}{dt}=\frac{D_{\rm eff}\,p}{k_BT\,L}.$$

Multiplying by $L$ and integrating from $L=0$ at constant $p$ gives

$$L=\sqrt{\frac{2D_{\rm eff}\,pt}{sS_Vk_BT}} .$$

At 0.1 Torr and 473 K the mean free path is about 0.3 mm, far above the pore width, so molecules collide with walls. The long-tube diffusivity is then $w\bar v/3$, with $\bar v$ the mean molecular speed, and $D_{\rm eff}=(\phi/\tau)w\bar v/3$ with an assumed tortuosity $\tau=2$. For trimethylaluminium $\bar v\approx373$ m/s, so $D_{\rm eff}\approx0.25\times21.9\times10^{-9}\times373/3=6.8\times10^{-7}\ \mathrm{m^2/s}$. An alumina density of roughly 3 g/cm³, with one aluminium atom per molecule, gives $s\approx3.5\ \mathrm{nm^{-2}}$. An exposure of 0.1 Torr s then saturates about 2.9 µm.

Near closure, take 1 nm throats everywhere and the remaining open porosity of 0.076, holding $\tau$ and $S_V$ fixed. The depth shrinks by $\sqrt{(0.076/0.500)(1/21.9)}=0.083$, to about 240 nm. This does not prove that the 80 nm image is still saturated. The tortuosity $\tau$ rises as routes disappear, which shortens the depth, while $S_V$ falls, which lengthens it. The first effect can outweigh the second, so 240 nm is not a lower bound. The diffusion formula also fails when throats approach molecular size.

The 80 nm depth is that of the image. In a much thicker body, uniform delivery requires a larger exposure. Since the exposure scales as $L^2$, a 10 µm layer needs about 1.2 Torr s at the start and far more near closure. With less, the film is thicker near the inlet. The closing thickness and void fraction found here belong to saturated growth in this 80 nm image and should not be carried over to a thicker body.
